# Fano Profile of a Discrete Excitation Coupled to a Discretized Continuum

## 1. Definitions and conventions

A light field takes the ground state $|i\rangle$ to excited states through a transition operator $T$. The excited space contains one discrete state $|\varphi\rangle$ and a continuum $|E'\rangle$, normalized per unit energy: $\langle E'|E''\rangle=\delta(E'-E'')$. Energies are excitation energies. The matrix elements are

$$
\langle\varphi|H|\varphi\rangle=E_\varphi,\quad
\langle E'|H|E''\rangle=E'\delta(E'-E''),\quad
\langle E'|H|\varphi\rangle=V(E'),
$$
$$
\langle\varphi|T|i\rangle=d,\qquad \langle E'|T|i\rangle=t(E').
$$

All are taken real. With this normalization $V^2$ is an energy, and $d/t$ has the unit of the square root of an energy.

In the Bethe-Salpeter problem within the Tamm-Dancoff approximation, $H$ is a Hermitian matrix in the space of electron-hole pairs. The state $|\varphi\rangle$ can be an exciton formed from one pair of bands, lying at an energy where another pair of bands has unbound pairs. The continuum states are already diagonal among themselves, so they include their own electron-hole attraction; what remains is the coupling $V$ to $|\varphi\rangle$. One continuum channel is assumed, with $V$ and $t$ smooth and nonzero near the line.

The quantity sought is the transition strength per unit energy, $S(E)$. Absorption contains it times a prefactor depending on the light frequency, which cancels in the ratio of $S$ to the background $t^2$.

## 2. The simple case: an endless, even comb

Replace the continuum by levels $E_k=E_0+k\delta$, with $k$ running over all integers, and let $V$ and $t$ be constant. One normalized level stands for an energy interval $\delta$, so its matrix elements are

$$
v=V\sqrt\delta,\qquad t_k=t\sqrt\delta .
$$

Write an eigenstate as $a|\varphi\rangle+\sum_k b_k|k\rangle$. The eigenvalue equations are

$$
(E-E_\varphi)a=\sum_k v\,b_k,\qquad (E-E_k)b_k=v\,a .
$$

No eigenvalue coincides with a comb level: $E=E_k$ would require $a=0$, then all other $b$ vanish, and the first equation removes $b_k$ too. Hence $b_k=va/(E-E_k)$ with $a\neq0$, and

$$
E-E_\varphi=\sum_k\frac{v^2}{E-E_k}.
$$

The sum follows from the partial-fraction expansion of the cotangent, summed symmetrically:

$$
\sum_k\frac{\delta}{E-E_k}=\pi c,\qquad c=\cot\frac{\pi(E-E_0)}{\delta}.
$$

The eigenvalue condition is therefore $E-E_\varphi=\pi V^2c$. Define

$$
\Gamma=2\pi V^2,\qquad \varepsilon=\frac{E-E_\varphi}{\Gamma/2}.
$$

Since $\Gamma/2=\pi V^2$, the condition reads $c=\varepsilon$.

**Weight of the discrete state.** Normalization gives $1=a^2[1+\sum_k v^2/(E-E_k)^2]$. Differentiating the cotangent sum,

$$
\sum_k\frac{\delta}{(E-E_k)^2}=-\pi\frac{dc}{dE}=\frac{\pi^2}{\delta}(1+c^2),
$$

so that at an eigenvalue

$$
a^{-2}=1+\frac{\pi^2V^2}{\delta}(1+\varepsilon^2).
$$

**Transition amplitude.** The two paths add before squaring:

$$
M=a\,d+\sum_k t_kb_k
=a\left[d+tV\sum_k\frac{\delta}{E-E_k}\right]
=a\,(d+\pi Vt\,\varepsilon).
$$

With $q=d/(\pi Vt)$ this is $M=a\,\pi Vt\,(q+\varepsilon)$. The sign of $q$ does not depend on the arbitrary signs of the basis states: reversing $|\varphi\rangle$ reverses both $d$ and $V$, and reversing the continuum reverses both $V$ and $t$.

Squaring and inserting $a^2$ gives the height of one stick,

$$
\frac{M^2}{t^2\delta}=\frac{(q+\varepsilon)^2}{1+\varepsilon^2+\delta/(\pi^2V^2)},
\qquad \frac{\delta}{\pi^2V^2}=\frac{2\delta}{\pi\Gamma}.
$$

This is not yet the Fano profile, because the eigenvalues are no longer evenly spaced.

**Density of eigenvalues.** Between neighbouring comb levels $c$ falls from $+\infty$ to $-\infty$ while $\varepsilon$ rises, so each gap holds one eigenvalue:

$$
E=E_k+\frac{\delta}{\pi}\operatorname{arccot}\varepsilon,\qquad 0<\operatorname{arccot}\varepsilon<\pi .
$$

Solving for $k$ and treating it as a smooth counting function $n(E)$,

$$
n=\frac{E-E_0}{\delta}-\frac1\pi\operatorname{arccot}\varepsilon,
\qquad
\frac{dn}{dE}=\frac1\delta+\frac{1}{\pi}\frac{\varepsilon'}{1+\varepsilon^2},
\qquad \varepsilon'=\frac1{\pi V^2}.
$$

Multiply the density by $\pi^2V^2(1+\varepsilon^2)$:

$$
\pi^2V^2(1+\varepsilon^2)\frac{dn}{dE}
=\frac{\pi^2V^2}{\delta}(1+\varepsilon^2)+1=a^{-2}.
$$

Thus

$$
a^2\frac{dn}{dE}=\frac{1}{\pi^2V^2(1+\varepsilon^2)} .
$$

In an energy window holding many eigenvalues but narrow compared with $\Gamma$, the strength per unit energy is $M^2\,dn/dE$. Therefore

$$
\boxed{S(E)=t^2\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2}}
$$

The spacing $\delta$ has dropped out: the extra term in the stick height is cancelled by the crowding of eigenvalues near the resonance.

### Limits of the simple case

*No direct continuum absorption.* Since $t^2q^2=d^2/(\pi^2V^2)$, letting $t\to0$ at fixed $d$ gives

$$
S\to d^2\,\frac1\pi\frac{\Gamma/2}{(E-E_\varphi)^2+(\Gamma/2)^2},
$$

a Lorentzian of area $d^2$ and full width $\Gamma$. Its shape is also the distribution $a^2\,dn/dE$ of $|\varphi\rangle$ over energy. The Fourier transform of that distribution is the amplitude for remaining in $|\varphi\rangle$ after a time $\tau$, namely $e^{-iE_\varphi\tau/\hbar-\Gamma\tau/2\hbar}$. The survival probability is $e^{-\Gamma\tau/\hbar}$, so the lifetime is $\hbar/\Gamma$.

*No direct excitation of the discrete state.* For $d=0$, $q=0$ and $S=t^2\varepsilon^2/(1+\varepsilon^2)$. The level is seen as a dip: at its centre the continuum amplitude cancels.

*A comb too coarse to be a continuum.* If $\delta\gg\pi^2V^2(1+\varepsilon^2)$, then $a^2\to1$. This requires a level whose distance from every comb level is large compared with $v=V\sqrt\delta$. A level that coincides with a comb level is instead shared almost equally by two eigenstates. For a level midway between two comb levels, one eigenstate is nearly $|\varphi\rangle$; it has $\varepsilon=0$, and its stick tends to $d^2$. In this midway case the interference survives in the neighbouring sticks: the two nearest lie at $|\varepsilon|\simeq\delta/(2\pi V^2)$, and expanding the stick height there shows that they change by $\pm4Vtd-4V^2t^2$ (upper sign above the level). This is small beside their height $t^2\delta$ but does not shrink as $\delta$ grows. A calculated spectrum resolves the profile when $\delta\ll\Gamma$.

## 3. Reading the profile

Let $f(\varepsilon)=(q+\varepsilon)^2/(1+\varepsilon^2)$. Its derivative is

$$
f'=\frac{2(q+\varepsilon)[(1+\varepsilon^2)-\varepsilon(q+\varepsilon)]}{(1+\varepsilon^2)^2}
=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.
$$

The zero at $\varepsilon=-q$ is the minimum. For $q\ne0$ the maximum is at $\varepsilon=1/q$, with height

$$
f(1/q)=\frac{(q^2+1)^2/q^2}{(q^2+1)/q^2}=1+q^2 .
$$

The asymmetry comes from the factor $d+\pi Vt\varepsilon$. The part reached through the continuum changes sign across the resonance, while the direct part does not. For $q>0$ they oppose each other below the resonance and reinforce each other above it.

## 4. Generalization: energy-dependent coupling and a finite band

Now let $V(E')$ and $t(E')$ vary smoothly over a finite band. The comb sum must be evaluated for a smooth function $f(E')$, with $E$ inside the band and away from its edges. Separate the value at $E$:

$$
\sum_k\frac{\delta f(E_k)}{E-E_k}
=\sum_k\delta\,\frac{f(E_k)-f(E)}{E-E_k}
+f(E)\sum_k\frac{\delta}{E-E_k}.
$$

The first summand has no singularity, so its sum tends to the ordinary integral of $[f(E')-f(E)]/(E-E')$. For the second, take the endless comb, which gives $\pi c$, and subtract the levels outside the band. Their sum tends to the integral of $1/(E-E')$ outside the band. The symmetric principal value over the whole line is zero, so this outside integral is minus the one inside. Hence

$$
\sum_k\frac{\delta}{E-E_k}\to\pi c+P\!\int_{\rm band}\frac{dE'}{E-E'} .
$$

Adding the pieces, the terms with $f(E)$ under the integral cancel:

$$
\sum_k\frac{\delta f(E_k)}{E-E_k}\to
P\!\int\frac{f(E')}{E-E'}dE'+\pi f(E)\,c .
$$

The same argument applies to the derivative with respect to $E$, because the regular summand stays smooth when differentiated. Define

$$
F(E)=P\!\int\frac{V^2(E')}{E-E'}dE',\qquad
D(E)=P\!\int\frac{V(E')t(E')}{E-E'}dE'.
$$

The eigenvalue condition becomes $E-E_\varphi=F+\pi V^2c$. It is again $c=\varepsilon$, now with

$$
\varepsilon(E)=\frac{E-E_\varphi-F(E)}{\Gamma(E)/2},\qquad \Gamma(E)=2\pi V^2(E).
$$

The amplitude is $M=a(d+D+\pi Vt\varepsilon)=a\pi Vt(q+\varepsilon)$, with

$$
q(E)=\frac{d+D(E)}{\pi V(E)t(E)} .
$$

Here $d+D$ is the transition amplitude of the discrete state together with its off-resonant admixture of continuum.

For the weight, use $a^{-2}=1-\frac{d}{dE}\sum_k v_k^2/(E-E_k)$, where the $E_k$ are held fixed. With $dc/dE=-(\pi/\delta)(1+c^2)$, and $c=\varepsilon$ inserted after differentiation,

$$
a^{-2}=1-F'-\pi(V^2)'\varepsilon+\frac{\pi^2V^2}{\delta}(1+\varepsilon^2).
$$

Differentiating the definition $\pi V^2\varepsilon=E-E_\varphi-F$ gives

$$
\pi V^2\varepsilon'=1-F'-\pi(V^2)'\varepsilon .
$$

The first three terms of $a^{-2}$ are therefore $\pi V^2\varepsilon'$, and

$$
a^{-2}=\pi^2V^2(1+\varepsilon^2)\left[\frac1\delta+\frac{\varepsilon'}{\pi(1+\varepsilon^2)}\right]
=\pi^2V^2(1+\varepsilon^2)\frac{dn}{dE}.
$$

The expression for $a^2\,dn/dE$ is the same as before, and so is the boxed result, now with energy-dependent $t$, $q$, $\Gamma$ and $F$. The familiar curve with fixed parameters needs these quantities to change little across the line. That condition fails where $V$ changes strongly within $\Gamma$, and within about $\Gamma$ of a band edge at which $V$ stays finite, because $F$ and $D$ diverge logarithmically there (Section 5). Near an edge at which $V$ vanishes linearly, $\Gamma$ shrinks as the square of the distance to the edge, so $V$, $t$ and $q$ change little across the line. The slope $F'$, however, stays finite. Around the resonance energy $E_r=E_\varphi+F(E_r)$ one has $\varepsilon\simeq(1-F')(E-E_r)/(\Gamma/2)$, so the fixed shape survives, but with width $\Gamma/(1-F')$ rather than $\Gamma$. For the band in the check below, $F'$ tends to $-\tfrac83V_0^2/(500\ \text{meV})=-0.085$ at the edge.

**Check on a band that is not flat.** On a band from $-500$ to $500$ meV, let $x=E/(500\ \text{meV})$, $V=V_0(1-x^2)$ and $t=1+x/2$, with $2\pi V_0^2=100$ meV. The level is at $-150$ meV and $d=25$ meV$^{1/2}$. More of the band lies above the level than below, and the level is pushed down: $F=-23.2$ meV at $E=E_\varphi$. Within 150 meV of the level, the diagonalized strength agrees with the general formula to $3\times10^{-5}$, where the largest strength is 3.32. Dropping both principal-value integrals produces an error of up to 2.19.

**More than one continuum.** Suppose several channels have constant couplings $V_j$ and amplitudes $t_j$. An orthogonal rotation makes one channel carry the whole coupling $V=(\sum_jV_j^2)^{1/2}$, with amplitude $t_\parallel=\sum_jV_jt_j/V$. The others do not couple to the level and add a background $\sum_jt_j^2-t_\parallel^2$. The total then no longer reaches zero unless this background vanishes.

## 5. A finite flat band

Let the band extend by $W$ on either side of $E_\varphi$, with constant $V$ and $t$. Put $x=E-E_\varphi$ and

$$
L=P\!\int_{-W}^{W}\frac{dx'}{x-x'}=\ln\frac{W+x}{W-x}.
$$

Then $F=V^2L$ and $D=VtL$. With $q_0=d/(\pi Vt)$,

$$
\varepsilon=\frac{x}{\pi V^2}-\frac L\pi,\qquad q=q_0+\frac L\pi,
\qquad q+\varepsilon=q_0+\frac{x}{\pi V^2}.
$$

The logarithm cancels in the numerator and survives in the denominator. For $|x|\ll W$, $L\simeq2x/W$, so the leading error of the wide-band curve falls as $1/W$.

The numerator's zero is at $x=-\pi V^2q_0=-dV/t$. This position holds for any comb in which $t_k/v_k=t/V$ is constant, because the eigenvalue equation then gives

$$
M=a\left[d+\frac tV\sum_k\frac{v_k^2}{E-E_k}\right]
=a\left[d+\frac tV(E-E_\varphi)\right].
$$

## 6. Numbers from diagonalization

Take round parameters: $E_\varphi=2000$ meV, $\Gamma=20$ meV, $q_0=2$, $W=1000$ meV and $\delta=1$ meV. Then

$$
V^2=\frac{20}{2\pi}=3.183\ \text{meV},\qquad
\frac dt=\pi(1.784)(2)=11.21\ \text{meV}^{1/2}.
$$

The matrix has one row for the level and 2000 for the band. Each squared amplitude is divided by half the distance between the two neighbouring eigenvalues. In the table, $\varepsilon$ is the wide-band value $x/(\Gamma/2)$.

| $E$ (meV) | $\varepsilon$ | $S/t^2$, diagonalized | Fano curve |
|---|---|---|---|
| 1960.42 | −3.958 | 0.233 | 0.230 |
| 1980.35 | −1.965 | 0.000 | 0.000 |
| 2000.00 | 0.000 | 4.000 | 4.000 |
| 2004.86 | 0.486 | 5.011 | 4.999 |
| 2019.65 | 1.965 | 3.267 | 3.234 |
| 2039.58 | 3.958 | 2.156 | 2.130 |

At 2019.65 meV the wide-band curve gives $(3.965)^2/(1+1.965^2)=3.234$. The finite band lowers $\varepsilon$ in the denominator by $L/\pi\simeq2(19.65)/(1000\pi)=0.0125$, which raises the value to 3.267, as diagonalized. Within 100 meV of the level the largest deviation in $S/t^2$ from the wide-band curve is 0.034. It is 0.068 when the band is half as wide, in line with the $1/W$ law.

The predicted maximum is 5 at $2000+10/2=2005$ meV, and the predicted zero is at $2000-2(10)=1980$ meV. Linear interpolation of $M/a$ between eigenvalues finds the zero at 1980.0000 meV even with $\delta=10$ meV.

That coarse comb shows why the level density matters. Its strongest stick lies at 2007.885 meV, where $\varepsilon=0.7885$ and $2\delta/(\pi\Gamma)=0.318$. The stick rule gives

$$
\frac{(2.7885)^2}{1+0.7885^2+0.318}=4.01,
$$

against 4.03 from diagonalization; the Fano curve there is 4.79. Dividing by the unperturbed spacing thus underestimates the profile near the centre of the line, where the extra term $2\delta/(\pi\Gamma)$ in the denominator is not small beside $1+\varepsilon^2$.

The lifetime is $\hbar/\Gamma=32.9$ fs. At that time the computed survival probability is 0.370, compared with $e^{-1}=0.368$.

## 7. Two further tests: area and broadening

**Area.** For constant parameters,

$$
f-1=\frac{q^2-1+2q\varepsilon}{1+\varepsilon^2}.
$$

In a window symmetric about the level the odd term integrates to zero. For a window much wider than $\Gamma$, using $dE=(\Gamma/2)d\varepsilon$ and $\pi\Gamma/2=\pi^2V^2$,

$$
\int(S-t^2)\,dE\to t^2\frac{\pi\Gamma}{2}(q^2-1)=d^2-\pi^2V^2t^2 .
$$

This is less than $d^2$, although completeness requires the total strength to be $d^2$ plus that of the uncoupled band. The remainder is in the wings of the finite band. Far from the line $S/t^2-1\simeq2q(E)/\varepsilon$, and to leading order in $V^2/W$ the part of $q(E)$ containing $L$ contributes $2V^2L/x$. With $u=x/W$ its integral is

$$
2V^2\int_{-1}^{1}\frac1u\ln\frac{1+u}{1-u}\,du
=2V^2\cdot4\sum_{m=0}^{\infty}\frac1{(2m+1)^2}
=2V^2\cdot\frac{\pi^2}{2}=\pi^2V^2 ,
$$

which restores the balance. In the example $d^2/t^2=125.7$ meV and $\pi^2V^2=31.4$ meV, so the wide-band line area is 94.2 meV. Diagonalization gives 96.6 meV within 200 meV of the level. Two corrections partly cancel in this number: cutting the tails at the window lowers the wide-band value to $94.2\,(2/\pi)\arctan 20\approx91$ meV, and the finite-band terms inside the window add about 5 meV. The line area above the background is $d^2(1-1/q^2)$, so it approaches the strength $d^2$ of the uncoupled exciton only when $|q|\gg1$; for $q=2$ it is three quarters of it.

**Broadening.** The profile can be written

$$
f=1+\operatorname{Re}\frac{i(q-i)^2}{\varepsilon+i},
$$

because $i/(\varepsilon+i)=(1+i\varepsilon)/(1+\varepsilon^2)$ and $(q-i)^2=q^2-1-2iq$, whose product has real part $(q^2-1+2q\varepsilon)/(1+\varepsilon^2)$. The fraction is analytic in the upper half of the complex energy plane. Convolution with a normalized Lorentzian of half-width $\eta$, closed in that half-plane, therefore replaces $E$ by $E+i\eta$:

$$
f_\eta=1+\operatorname{Re}\frac{i(q-i)^2\,\Gamma/2}{E-E_\varphi+i(\Gamma/2+\eta)} .
$$

For $\eta=5$ meV, at the former zero,

$$
f_\eta=1+\operatorname{Re}\frac{10(4+3i)}{-20+15i}=1-0.56=0.44 .
$$

Broadening the diagonalized sticks gives 0.4395. The minimum itself moves. With $\rho=(\Gamma/2)/(\Gamma/2+\eta)$ and $\varepsilon_\eta=(E-E_\varphi)/(\Gamma/2+\eta)$, the formula reads $f_\eta=1-\rho+\rho f(\varepsilon_\eta)$, so the minimum lies at $\varepsilon_\eta=-q$ and has the value $1-\rho$. For a broadening whose full width $2\eta=10$ meV is half of $\Gamma$, it is at $2000-2(15)=1970$ meV and equals one third of the background. A nonzero minimum in a broadened spectrum is consequently no evidence by itself for a second continuum. The program checks the broadened profile, the flat-band and energy-dependent profiles, the stick and position rules, the zero, the maximum, the decay and the area; it does not test the several-channel result or the limits $t\to0$ and $d=0$.

## Numbers as computed

```
Flat-band model
level energy 2000 meV, Gamma 20 meV, q 2.0
band half-width 1000 meV, spacing 1 meV, 2001 eigenstates
V^2 = 3.1831 meV, V = 1.7841 meV^(1/2)
d/t = 11.2100 meV^(1/2)
E (meV)    eps      S/t^2 diagonalized   Fano curve
1940.447  -5.9553    0.4344    0.4290
1960.421  -3.9579    0.2328    0.2300
1980.349  -1.9651    0.0003    0.0003
1990.245  -0.9755    0.5412    0.5378
2000.000   0.0000    3.9996    4.0000
2004.857   0.4857    5.0114    4.9993
2009.755   0.9755    4.5649    4.5366
2019.651   1.9651    3.2669    3.2339
2039.579   3.9579    2.1557    2.1300
2059.553   5.9553    1.7572    1.7355
largest deviation within 100 meV, half-width 1000 meV: 0.0336
same, half-width 500 meV: 0.0675
deviation from finite-band formula (1000 meV): 3.9e-04
maximum: diagonalized 5.0114 at 2004.857 meV; formula 5.0000 at 2005.000 meV
lifetime hbar/Gamma = 32.91 fs; survival then 0.3702, exp(-1) = 0.3679
area/t^2 within 200 meV: 96.57 meV; wide-band formula 94.25 meV
d^2/t^2 = 125.66 meV; wing part pi^2 V^2 = 31.42 meV
broadening half-width 5 meV: S/t^2 at 1980 meV is 0.4395, formula 0.4400
Coarse band, spacing 10 meV
stick term 2 delta/(pi Gamma) = 0.3183
strongest stick at 2007.885 meV, eps 0.7885: M^2/(t^2 delta) = 4.0286
stick rule 4.0080, Fano curve 4.7948
its position between band levels 0.2885, rule 0.2885
zero: interpolated 1980.0000 meV, formula 1980.0000 meV
Energy-dependent band: V = V0(1-x^2), t = 1+x/2, x = E/(500 meV)
level -150 meV, 2 pi V0^2 = 100 meV, d = 25 meV^(1/2), spacing 2 meV
shift F at the level: -23.215 meV
largest S: 3.3229; deviation of general formula 2.6e-05
deviation if both principal-value integrals are dropped: 2.1900
```
